# Wrinkling of a stiff film on an incompressible elastic half-space: test program

```python
"""Wrinkling of a stiff film on an incompressible elastic half-space.

Result under test (plane-strain compression, leading order for a stiff film):
  critical strain  eps_c = (3 Es_bar / Ef_bar)**(2/3) / 4
  wavelength       L_c   = 2 pi h (Ef_bar / (3 Es_bar))**(1/3)
E_bar = E / (1 - nu**2); f = film, s = substrate; h = film thickness;
k = wavenumber; x = k h; mu = shear modulus.
The formulas are compared with full two-dimensional elasticity of
neo-Hookean layers, in which no plate theory is used.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 40


def plate_strain(x, ratio):
    """Neutral strain of the plate model; ratio = Ef_bar / Es_bar."""
    return x**2 / 12 + 1 / (2 * ratio * x)


def critical_x(ratio):
    return (3 / ratio) ** (1 / 3)


def critical_strain(ratio):
    return (3 / ratio) ** (2 / 3) / 4


# --- Half-space response from the compressible equilibrium equations ---
k, mu, nu = sp.symbols("k mu nu", positive=True)
z, A, B, C, D = sp.symbols("z A B C D")
# u_z = V exp(kz) cos(kx), u_x = U exp(kz) sin(kx), decaying for z < 0
V = (A + B * z) * sp.exp(k * z)
U = (C + D * z) * sp.exp(k * z)
div = k * U + sp.diff(V, z)
balance_x = (1 - 2 * nu) * (sp.diff(U, z, 2) - k**2 * U) - k * div
balance_z = (1 - 2 * nu) * (sp.diff(V, z, 2) - k**2 * V) + sp.diff(div, z)
field_equations = []
for balance in (balance_x, balance_z):
    polynomial = sp.expand(sp.simplify(balance * sp.exp(-k * z)))
    field_equations += [polynomial.coeff(z, 0), polynomial.coeff(z, 1)]
shear = (mu * (sp.diff(U, z) - k * V)).subs(z, 0)
normal = (2 * mu * (sp.diff(V, z) + nu / (1 - 2 * nu) * div)).subs(z, 0)


def surface_response(condition):
    """Normal and shear traction per unit normal displacement."""
    sol = sp.solve(field_equations + [condition], [B, C, D], dict=True)[0]
    return [sp.simplify(t.subs(sol) / A) for t in (normal, shear)]


K_slide, _ = surface_response(shear)
K_bond, shear_bond = surface_response(C)
Es_bar_sym = 2 * mu / (1 - nu)
assert sp.simplify(K_slide - Es_bar_sym * k / 2) == 0
K_bond_formula = 2 * (1 - nu) ** 2 * Es_bar_sym * k / (3 - 4 * nu)
assert sp.simplify(K_bond - K_bond_formula) == 0
half = sp.Rational(1, 2)
for stiffness in (K_slide, K_bond):
    assert sp.simplify(sp.limit(stiffness, nu, half) - 2 * mu * k) == 0
assert sp.limit(shear_bond, nu, half) == 0

# The explicit incompressible field, with its pressure
X = sp.symbols("X", real=True)
uz = (1 - k * z) * sp.exp(k * z) * sp.cos(k * X)
ux = k * z * sp.exp(k * z) * sp.sin(k * X)
pressure = -2 * mu * k * sp.exp(k * z) * sp.cos(k * X)
assert sp.simplify(sp.diff(ux, X) + sp.diff(uz, z)) == 0
for u, coordinate in ((ux, X), (uz, z)):
    laplacian = sp.diff(u, X, 2) + sp.diff(u, z, 2)
    assert sp.simplify(mu * laplacian - sp.diff(pressure, coordinate)) == 0
szz = (2 * mu * sp.diff(uz, z) - pressure).subs(z, 0)
sxz = (mu * (sp.diff(ux, z) + sp.diff(uz, X))).subs(z, 0)
assert sp.simplify(szz - 2 * mu * k * uz.subs(z, 0)) == 0
assert sp.simplify(sxz) == 0


# --- Full elasticity of a compressed neo-Hookean film and half-space ---
def partial_wave(shear_modulus, stretch, kind, sign):
    """Exponent s and (u_z, u_x, shear, normal) amplitudes, with k = 1."""
    a, b = stretch**2, stretch**-2
    if kind == 0:
        s = mp.mpf(sign)
        t_normal = shear_modulus * (a + b) * s
    else:
        s = sign * stretch**2
        t_normal = 2 * shear_modulus * b * s
    t_shear = -shear_modulus * b * (s**2 + 1)
    return s, (mp.mpf(1), -s, t_shear, t_normal)


def bifurcation_determinant(strain, x, ratio, joint):
    """x = k times thickness, both taken in the compressed state."""
    film_stretch = 1 - mp.mpf(strain)
    # a tiny offset separates the coincident exponents at zero strain
    sub_stretch = film_stretch if joint else 1 - mp.mpf(10) ** -10
    matrix = mp.zeros(6, 6)
    column = 0
    for kind in (0, 1):
        for sign in (1, -1):
            s, wave = partial_wave(mp.mpf(1), film_stretch, kind, sign)
            for row in range(4):
                matrix[row, column] = wave[row]
            growth = mp.exp(s * x)
            matrix[4, column] = wave[2] * growth
            matrix[5, column] = wave[3] * growth
            column += 1
    for kind in (0, 1):
        _, wave = partial_wave(1 / mp.mpf(ratio), sub_stretch, kind, 1)
        for row in range(4):
            matrix[row, column] = -wave[row]
        column += 1
    return float(mp.det(matrix))


def full_critical_point(ratio, joint):
    def neutral_strain(x):
        guess = plate_strain(x, ratio)
        return brentq(bifurcation_determinant, 0.6 * guess, 1.5 * guess,
                      args=(x, ratio, joint), xtol=1e-15, rtol=1e-12)
    x0 = critical_x(ratio)
    best = minimize_scalar(neutral_strain, bounds=(0.7 * x0, 1.4 * x0),
                           method="bounded", options={"xatol": 1e-7})
    assert best.success
    return best.x, best.fun


full_results = []
for joint in (True, False):
    deviations = []
    for ratio in (1e2, 1e3, 1e4):
        x_full, strain_full = full_critical_point(ratio, joint)
        x0, e0 = critical_x(ratio), critical_strain(ratio)
        dev_e, dev_x = strain_full / e0 - 1, x_full / x0 - 1
        # neglected terms are of relative order x**2
        assert abs(dev_e) < 2 * x0**2 and abs(dev_x) < 2 * x0**2
        deviations.append((abs(dev_e), abs(dev_x)))
        full_results.append((joint, ratio, e0, strain_full, dev_e,
                             x0, x_full, dev_x))
    assert deviations[2][0] < 0.5 * deviations[0][0]
    assert deviations[2][1] < 0.5 * deviations[0][1]

# --- Worked example with round model parameters ---
E_f, nu_f, h = 80e9, 0.25, 50e-9
E_s, nu_s = 2e6, 0.5
Ef_bar, Es_bar = E_f / (1 - nu_f**2), E_s / (1 - nu_s**2)
ratio = Ef_bar / Es_bar
x_c, eps_c = critical_x(ratio), critical_strain(ratio)
wavelength = 2 * np.pi * h / x_c
search = minimize_scalar(plate_strain, bounds=(0.2 * x_c, 5 * x_c),
                         args=(ratio,), method="bounded",
                         options={"xatol": 1e-10})
# the minimum is flat, so its position is known less well than its value
assert abs(search.fun / eps_c - 1) < 1e-9
assert abs(search.x / x_c - 1) < 1e-5
bending_part = x_c**2 / 12
substrate_part = 1 / (2 * ratio * x_c)
assert abs(bending_part / search.fun - 1 / 3) < 1e-5
assert abs(substrate_part / search.fun - 2 / 3) < 1e-5

# Film stress from the inverted three-dimensional Hooke law, free top face
compliance = (np.eye(3) * (1 + nu_f) - nu_f * np.ones((3, 3))) / E_f
in_plane = np.linalg.inv(compliance[:2, :2])
stress_plane = (in_plane @ np.array([eps_c, 0.0]))[0]
assert abs(stress_plane / (Ef_bar * eps_c) - 1) < 1e-12
stress_per_biaxial_strain = (in_plane @ np.array([1.0, 1.0]))[0]
eps_biaxial = stress_plane / stress_per_biaxial_strain
assert abs(eps_biaxial * (1 + nu_f) / eps_c - 1) < 1e-12

print("WORKED EXAMPLE (model parameters)")
print(f"film Young modulus E_f = {E_f/1e9:.1f} GPa")
print(f"film Poisson ratio nu_f = {nu_f:.2f}")
print(f"film thickness h = {h*1e9:.1f} nm")
print(f"substrate Young modulus E_s = {E_s/1e6:.1f} MPa")
print(f"substrate Poisson ratio nu_s = {nu_s:.2f}")
print(f"film plane-strain modulus = {Ef_bar/1e9:.3f} GPa")
print(f"substrate plane-strain modulus = {Es_bar/1e6:.4f} MPa")
print(f"modulus ratio Ef_bar/Es_bar = {ratio:.1f}")
print(f"3 Es_bar/Ef_bar = {3/ratio:.4e}")
print(f"critical k h = {x_c:.5f}")
print(f"(k h)^2 at threshold = {x_c**2:.4e}")
print(f"critical strain = {eps_c:.4e} = {100*eps_c:.4f} percent")
print(f"critical compressive film stress = {stress_plane/1e6:.2f} MPa")
print(f"wavelength = {wavelength*1e9:.1f} nm = {wavelength*1e6:.3f} um")
print(f"wavelength / thickness = {wavelength/h:.2f}")
print(f"bending part of critical strain = {bending_part:.4e}")
print(f"substrate part of critical strain = {substrate_part:.4e}")
for factor in (0.5, 2.0):
    e = plate_strain(factor * x_c, ratio)
    print(f"neutral strain at {factor:.1f} k_c = {e:.4e}, "
          f"over critical = {e/eps_c:.4f}")
print(f"equi-biaxial critical strain = {eps_biaxial:.4e}")
print("SUBSTRATE STIFFNESS / (Es_bar k)")
for value in (0.3, 0.45):
    slide = float((K_slide / (Es_bar_sym * k)).subs(nu, value))
    bond = float((K_bond / (Es_bar_sym * k)).subs(nu, value))
    print(f"nu_s = {value:.2f}: sliding {slide:.4f}, "
          f"zero tangential displacement {bond:.4f}")
print("FULL ELASTICITY (incompressible neo-Hookean film and substrate)")
for joint, r, e0, e1, de, x0, x1, dx in full_results:
    load = "film and substrate compressed" if joint else "film only compressed"
    print(f"{load}, modulus ratio {r:.0f}:")
    print(f"  strain: formula {e0:.5e}, full {e1:.5e}, "
          f"full/formula-1 = {100*de:+.3f} percent")
    print(f"  k h: formula {x0:.5f}, full {x1:.5f}, "
          f"full/formula-1 = {100*dx:+.3f} percent")
print("checks complete")
```

Printed output:

```
WORKED EXAMPLE (model parameters)
film Young modulus E_f = 80.0 GPa
film Poisson ratio nu_f = 0.25
film thickness h = 50.0 nm
substrate Young modulus E_s = 2.0 MPa
substrate Poisson ratio nu_s = 0.50
film plane-strain modulus = 85.333 GPa
substrate plane-strain modulus = 2.6667 MPa
modulus ratio Ef_bar/Es_bar = 32000.0
3 Es_bar/Ef_bar = 9.3750e-05
critical k h = 0.04543
(k h)^2 at threshold = 2.0637e-03
critical strain = 5.1593e-04 = 0.0516 percent
critical compressive film stress = 44.03 MPa
wavelength = 6915.5 nm = 6.916 um
wavelength / thickness = 138.31
bending part of critical strain = 1.7198e-04
substrate part of critical strain = 3.4395e-04
neutral strain at 0.5 k_c = 7.3090e-04, over critical = 1.4167
neutral strain at 2.0 k_c = 8.5988e-04, over critical = 1.6667
equi-biaxial critical strain = 4.1274e-04
SUBSTRATE STIFFNESS / (Es_bar k)
nu_s = 0.30: sliding 0.5000, zero tangential displacement 0.5444
nu_s = 0.45: sliding 0.5000, zero tangential displacement 0.5042
FULL ELASTICITY (incompressible neo-Hookean film and substrate)
film and substrate compressed, modulus ratio 100:
  strain: formula 2.41372e-02, full 2.36421e-02, full/formula-1 = -2.051 percent
  k h: formula 0.31072, full 0.31218, full/formula-1 = +0.470 percent
film and substrate compressed, modulus ratio 1000:
  strain: formula 5.20021e-03, full 5.17336e-03, full/formula-1 = -0.516 percent
  k h: formula 0.14422, full 0.14437, full/formula-1 = +0.103 percent
film and substrate compressed, modulus ratio 10000:
  strain: formula 1.12035e-03, full 1.11903e-03, full/formula-1 = -0.118 percent
  k h: formula 0.06694, full 0.06696, full/formula-1 = +0.022 percent
film only compressed, modulus ratio 100:
  strain: formula 2.41372e-02, full 2.38785e-02, full/formula-1 = -1.072 percent
  k h: formula 0.31072, full 0.31478, full/formula-1 = +1.306 percent
film only compressed, modulus ratio 1000:
  strain: formula 5.20021e-03, full 5.18843e-03, full/formula-1 = -0.227 percent
  k h: formula 0.14422, full 0.14463, full/formula-1 = +0.278 percent
film only compressed, modulus ratio 10000:
  strain: formula 1.12035e-03, full 1.11981e-03, full/formula-1 = -0.049 percent
  k h: formula 0.06694, full 0.06698, full/formula-1 = +0.060 percent
checks complete
```
